# Lindhard's characteristic axial angle for helium along a silicon row: a numerical check

```python
"""
Lindhard's characteristic axial angle for an ion moving along an atomic row:
    psi1 = sqrt(2 Z1 Z2 e^2 / (E d))          (radians)
Z1, Z2 : nuclear charges of ion and row atom;  E : ion kinetic energy (eV)
d : atomic spacing in the row (angstrom);  e^2 : e^2/(4 pi eps0) (eV angstrom)
The row potential averaged along the row is
    U(r) = (Z1 Z2 e^2/d) ln(1 + (C a/r)^2),   C^2 = 3,  a = screening length.
The tests use quadrature of the atomic potential, Newton's equations for an
ion passing separate atoms, and a chain of separate atomic deflections.
Atoms are static; recoil, energy loss and thermal vibration are left out.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq

Z1, Z2 = 2, 14
E0 = 1.0e6
d = 3.84
e2 = const.e / (4 * np.pi * const.epsilon_0) * 1e10
bohr = const.physical_constants["Bohr radius"][0] * 1e10
a = (9 * np.pi**2 / 128) ** (1 / 3) * bohr / Z2 ** (1 / 3)
c = np.sqrt(3.0) * a
row_scale = Z1 * Z2 * e2 / d


def atom_potential(R):
    return Z1 * Z2 * e2 * (1 / R - 1 / np.sqrt(R**2 + c**2))


def row_potential(r):
    return row_scale * np.log1p((c / r) ** 2)


def characteristic_angle(E):
    return np.sqrt(2 * Z1 * Z2 * e2 / (E * d))


def turning_distance(x):
    """Closest distance for an ion arriving at the angle x * psi1."""
    return c / np.sqrt(np.expm1(2 * x**2))


def deflection(r, E):
    """Small-angle deflection by one atom passed at distance r."""
    return d * row_scale * c**2 / (E * r * (r**2 + c**2))


def averaged_potential(r):
    """Integral of the atomic potential along the row, with z = r sinh(t)."""
    def integrand(t):
        R = r * np.cosh(t)
        return atom_potential(R) * R
    return 2 * quad(integrand, 0, 25, limit=300, epsrel=1e-10)[0] / d


def integrated_deflection(r, E):
    """Transverse force of one atom integrated along a straight path."""
    def integrand(t):
        R = r * np.cosh(t)
        force = Z1 * Z2 * e2 * r * (R**-3 - (R**2 + c**2) ** -1.5)
        return force * R
    return 2 * quad(integrand, 0, 25, limit=300, epsrel=1e-10)[0] / (2 * E)


psi1 = characteristic_angle(E0)

# Row potential and single-atom deflection against direct quadrature
radii = [0.05, 0.1, 0.2, 0.5, 1.0]
potential_error = max(abs(averaged_potential(r) / row_potential(r) - 1)
                      for r in radii)
deflection_error = max(abs(integrated_deflection(r, E0)
                           / deflection(r, E0) - 1) for r in radii)
assert potential_error < 1e-6
assert deflection_error < 1e-6

# Slope of the averaged potential close to the row gives E psi1^2
r_near, h = 0.002, 0.05
slope = (averaged_potential(r_near * np.exp(h))
         - averaged_potential(r_near * np.exp(-h))) / (2 * h)
psi1_from_slope = np.sqrt(-slope / E0)
assert abs(psi1_from_slope / psi1 - 1) < 1e-3
assert abs(np.degrees(psi1) - 0.83) < 0.005
assert psi1 < a / d


def newton_passage(psi_in, E, r_start=1.0, n_phase=8, ds=0.04, length=300.0):
    """Ion in a plane containing the row; path variable s = v0 * time.
    Returns closest distances and final/initial transverse energy."""
    y = np.full(n_phase, r_start)
    z = (np.arange(n_phase) + 0.5) / n_phase * d
    angle = np.sqrt(psi_in**2 - row_potential(r_start) / E)
    vy = np.full(n_phase, -np.sin(angle))
    vz = np.full(n_phase, np.cos(angle))
    neighbours = np.arange(-3, 4)[:, None] * d

    def acceleration(y, z):
        dz = z - d * np.round(z / d) - neighbours
        R2 = y**2 + dz**2
        f = Z1 * Z2 * e2 * (R2**-1.5 - (R2 + c**2) ** -1.5) / (2 * E)
        return (f * y).sum(axis=0), (f * dz).sum(axis=0)

    ay, az = acceleration(y, z)
    closest = y.copy()
    for _ in range(int(length / ds)):
        vy += 0.5 * ds * ay
        vz += 0.5 * ds * az
        y = y + ds * vy
        z = z + ds * vz
        ay, az = acceleration(y, z)
        vy += 0.5 * ds * ay
        vz += 0.5 * ds * az
        closest = np.minimum(closest, y)
    final = E * vy**2 + row_potential(np.abs(y))
    return closest, final / (E * psi_in**2)


newton_rows = []
for x in (0.5, 1.0):
    closest, ratio = newton_passage(x * psi1, E0)
    predicted = turning_distance(x)
    assert np.all(np.abs(closest / predicted - 1) < 0.05)
    assert np.all(np.abs(ratio - 1) < 0.03)
    newton_rows.append((x, predicted, closest.mean(),
                        np.max(np.abs(ratio - 1))))


def steered_fraction(psi_in, E, n_phase=200, r_start=1.0):
    """Chain of separate deflections, one per atom. An ion counts as steered
    if it stays on its side and leaves with its angle kept within 10 %."""
    phase = (np.arange(n_phase) + 0.5) / n_phase
    y = r_start + phase * psi_in * d
    theta = -np.sqrt(psi_in**2 - row_potential(y) / E)
    same_side = np.ones(n_phase, dtype=bool)
    for _ in range(int(np.ceil(4 * r_start / (psi_in * d)))):
        theta = theta + deflection(y, E)
        y = y + d * theta
        same_side &= y > 0
    psi_out = np.sqrt(theta**2 + row_potential(np.abs(y)) / E)
    return np.mean(same_side & (np.abs(psi_out / psi_in - 1) < 0.1))


fraction_one = steered_fraction(psi1, E0)
fraction_two = steered_fraction(2 * psi1, E0)
assert fraction_one == 1.0
assert fraction_two < 0.5

limit_rows = []
for E in (0.25e6, 1.0e6, 4.0e6):
    p1 = characteristic_angle(E)
    limit = None
    for x in np.arange(0.60, 2.501, 0.01):
        if steered_fraction(x * p1, E) < 1.0:
            limit = x - 0.01
            break
    assert limit is not None and 0.8 < limit < 2.0
    # One atom at the turning distance deflects by the incoming angle
    estimate = brentq(lambda x: deflection(turning_distance(x), E)
                      - x * p1, 0.5, 3.0)
    # Turning distance equal to the full sideways step between atoms
    cautious = brentq(lambda x: E * (x * p1) ** 2
                      - row_potential(x * p1 * d), 0.1, 5.0)
    assert abs(limit / estimate - 1) < 0.2
    assert limit > cautious
    limit_rows.append((E, p1, limit, estimate, cautious))

kick = deflection(turning_distance(1.0), E0)

print(f"Ion charge Z1 = {Z1}, row atom charge Z2 = {Z2}")
print(f"Ion energy E = {E0:.3e} eV")
print(f"Row spacing d = {d:.2f} angstrom")
print(f"e^2/(4 pi eps0) = {e2:.4f} eV angstrom")
print(f"Z1 Z2 e^2/d = {row_scale:.2f} eV")
print(f"E psi1^2 = 2 Z1 Z2 e^2/d = {2 * row_scale:.2f} eV")
print(f"psi1^2 = {psi1**2:.4e} rad^2")
print(f"psi1 = {psi1:.5f} rad")
print(f"psi1 = {np.degrees(psi1):.4f} degrees")
print(f"psi1 from quadrature slope = {psi1_from_slope:.5f} rad")
print(f"Largest relative error of row potential = {potential_error:.1e}")
print(f"Largest relative error of deflection = {deflection_error:.1e}")
print(f"Bohr radius = {bohr:.4f} angstrom")
print(f"Screening length a = {a:.4f} angstrom")
print(f"C a = {c:.4f} angstrom")
print(f"a/d = {a / d:.4f} rad")
print(f"Energy where psi1 = a/d: {2 * Z1 * Z2 * e2 * d / a**2:.3e} eV")
print(f"Sideways step psi1*d = {psi1 * d:.4f} angstrom")
print(f"Deflection by one atom at r_min(psi1) = {kick:.5f} rad")
print(f"Full turn 2 psi1 / that deflection = {2 * psi1 / kick:.1f}")
for x, predicted, found, err in newton_rows:
    print(f"psi = {x:.1f} psi1: r_min formula = {predicted:.4f} angstrom")
    print(f"  r_min Newton, mean = {found:.4f} angstrom")
    print(f"  largest relative transverse energy change = {err:.1e}")
print(f"Steered fraction at psi1 = {fraction_one:.3f}")
print(f"Steered fraction at 2 psi1 = {fraction_two:.3f}")
for E, p1, limit, estimate, cautious in limit_rows:
    print(f"E = {E:.2e} eV: psi1 = {np.degrees(p1):.3f} degrees")
    print(f"  simulated steering limit / psi1 = {limit:.2f}")
    print(f"  one-atom deflection = psi, at psi/psi1 = {estimate:.2f}")
    print(f"  cautious r_min = psi d, at psi/psi1 = {cautious:.2f}")
    print(f"  simulated limit = {np.degrees(limit * p1):.2f} degrees")
print("all good")
```

Output:

```
Ion charge Z1 = 2, row atom charge Z2 = 14
Ion energy E = 1.000e+06 eV
Row spacing d = 3.84 angstrom
e^2/(4 pi eps0) = 14.3996 eV angstrom
Z1 Z2 e^2/d = 105.00 eV
E psi1^2 = 2 Z1 Z2 e^2/d = 209.99 eV
psi1^2 = 2.0999e-04 rad^2
psi1 = 0.01449 rad
psi1 = 0.8303 degrees
psi1 from quadrature slope = 0.01449 rad
Largest relative error of row potential = 4.2e-15
Largest relative error of deflection = 3.3e-16
Bohr radius = 0.5292 angstrom
Screening length a = 0.1944 angstrom
C a = 0.3367 angstrom
a/d = 0.0506 rad
Energy where psi1 = a/d: 8.195e+04 eV
Sideways step psi1*d = 0.0556 angstrom
Deflection by one atom at r_min(psi1) = 0.00262 rad
Full turn 2 psi1 / that deflection = 11.1
psi = 0.5 psi1: r_min formula = 0.4180 angstrom
  r_min Newton, mean = 0.4180 angstrom
  largest relative transverse energy change = 2.8e-03
psi = 1.0 psi1: r_min formula = 0.1332 angstrom
  r_min Newton, mean = 0.1332 angstrom
  largest relative transverse energy change = 1.1e-03
Steered fraction at psi1 = 1.000
Steered fraction at 2 psi1 = 0.075
E = 2.50e+05 eV: psi1 = 1.661 degrees
  simulated steering limit / psi1 = 1.43
  one-atom deflection = psi, at psi/psi1 = 1.49
  cautious r_min = psi d, at psi/psi1 = 1.05
  simulated limit = 2.37 degrees
E = 1.00e+06 eV: psi1 = 0.830 degrees
  simulated steering limit / psi1 = 1.66
  one-atom deflection = psi, at psi/psi1 = 1.75
  cautious r_min = psi d, at psi/psi1 = 1.26
  simulated limit = 1.38 degrees
E = 4.00e+06 eV: psi1 = 0.415 degrees
  simulated steering limit / psi1 = 1.86
  one-atom deflection = psi, at psi/psi1 = 1.97
  cautious r_min = psi d, at psi/psi1 = 1.46
  simulated limit = 0.77 degrees
all good
```
